# Coupled and uncoupled mode-space equations for a tapered nanowire, part 3

In a wire whose cross-section changes along $x$, when may coupling between transverse modes be dropped? Energies are in eV, lengths in nm; a prime means $d/dx$. The wave is $\psi=\sum_n\phi_n\chi_n$, with real local modes $\chi_n$ of energy $E_n(x)$. The coupled mode-space (CMS) equation is
$$-c\left[\phi''+2A\phi'+A'\phi-C\phi\right]+\varepsilon\phi=E\phi,\tag{1}$$
with $c=\hbar^2/2m_x$, $\varepsilon=\mathrm{diag}(E_n)$, $A_{mn}=\langle\chi_m|\partial_x\chi_n\rangle=-A_{nm}$, $B_{mn}=\langle\chi_m|\partial_x^2\chi_n\rangle$ and $C_{mn}=\langle\partial_x\chi_m|\partial_x\chi_n\rangle$. In the complete basis $C=A^TA$ and (1) reads $-c(\partial_x+A)^2\phi+\varepsilon\phi=E\phi$. For a kept set $P$, with truncated coupling $A_P$ and $D_P=\partial_x+A_P$,
$$-cD_P^2\phi+c\,(C-A_P^TA_P)\phi+\varepsilon\phi=E\phi,\qquad (C-A_P^TA_P)_{mn}=\sum_{k\notin P}A_{km}A_{kn}.\tag{2}$$
Plain UMS sets $A=C=0$.

With $k_n=\sqrt{(E-E_n)/c}$ and $\hbar v_n=2ck_n$, the leading admixture is $\phi_m/\phi_n=\beta_0=i\hbar v_nA_{mn}/(E_m-E_n)$. It is small if
$$\eta_{mn}=\frac{\hbar v_n|A_{mn}|}{|E_m-E_n|}=\frac{\hbar v_n\,|\langle\chi_m|\partial_xH_\perp|\chi_n\rangle|}{(E_m-E_n)^2}\ll1.\tag{13}$$
With $\Theta_n=\int^xk_n$, the first-order transmission amplitude from $n$ to $m$ is
$$t_{mn}=-\int F\,e^{i(\Theta_n-\Theta_m)}dx,\qquad F=A_{mn}\frac{k_n+k_m}{2\sqrt{k_mk_n}}.\tag{14}$$
For a single-peaked profile $|t_{mn}|\le2\max\eta^f$, $\eta^f=|F|/|k_n-k_m|$. For a weak parabolic taper
$$|t_{20}|=|\theta|\,\frac{k_0+k_2}{2\sqrt{k_0k_2}}\,\frac{\xi}{\sinh\xi},\qquad\xi=\frac{\pi(k_0-k_2)L}{2}.\tag{15}$$

The model wire has mass $0.2\,m_e$, $c=0.19050$ eV nm², and parabolic confinement with levels $(n+\tfrac12)\hbar\omega$ and oscillator length $\ell$. Its $\ln\hbar\omega$ follows $\tanh(x/L)$, so $A_{20}=(\theta/2L)\,\mathrm{sech}^2(x/L)$. Also $A=gK$, $g=\ell'/\ell$, $K_{n+2,n}=-K_{n,n+2}=\tfrac12\sqrt{(n+1)(n+2)}$. From 50 to 100 meV, $\theta=-0.2451$; at 0.30 eV the centre has $\hbar v_0=0.4491$ eV nm and $E_2-E_0=0.14142$ eV. $P_{02}=|t_{20}|^2$, $T$ is total transmission, and $\eta_{\max}$ is the peak of $\eta_{20}$. "Real space" is the reference grid solution (DVR in $y$, slice spacing $a$). Hard walls are $W$ apart.

The weak taper from 50 to 54 meV at 0.30 eV has $|\theta|=0.02721$ and central values $k_0=1.1993$, $k_2=0.9449$ nm⁻¹. For $L=5$ nm, $\xi=\pi\times0.2544\times5/2=1.998$, $\xi/\sinh\xi=1.998/3.619=0.552$, the velocity factor is $2.1442/(2\times1.0645)=1.007$, and (15) gives $0.02721\times1.007\times0.552=0.01513$ against 0.01512 in real space. At $L=0.5$, 2 and 10 nm the real-space values are 0.02718, 0.02467 and 0.00404, and (15) gives 0.02722, 0.02469 and 0.00403. Equations (14) and (15) are tested against real space at all four lengths. At 0.5 nm $\eta_{\max}=0.120$ overstates the amplitude more than fourfold. At 5 nm the amplitude exceeds $\eta_{\max}=0.01197$ by a factor 1.26, which is 1.40 times the factor $\eta^f/\eta=2.1442^2/(4\times1.1993\times1.0645)=0.90$. The parameter $\eta_{\max}$ matches the size of the transfer only for $\xi$ of order one, and it is not an upper limit on it.

For the parabolic wire the abrupt limit can be solved beyond first order. Moving hard walls are excluded here, because an abrupt narrowing cuts off the part of the wave that lies outside the narrower section, and the change of modes is then not a rotation. If $L$ is so short that $(\varepsilon-E)L^2/c$ is negligible for the modes that matter, the complete-basis equation inside the taper is $(\partial_x+A)^2\phi=0$. Put $\phi=R\,\tilde\phi$ with $R'=-AR$; then $(\partial_x+A)\phi=R\tilde\phi'$ and the equation is $\tilde\phi''=0$. Both $\phi$ and $(\partial_x+A)\phi$ are carried across by the rotation $R$, which for $A=gK$ with constant $K$ is $e^{-\sigma K}$, $\sigma=\int g\,dx=\sqrt2\,\theta$. If the rotation is close to the identity, plain UMS is correct up to terms of order $\theta$ however large $\eta$ is. The diagonal term alone would act as a barrier of area $c\int C_{00}dx=c\theta^2/3L$, from $C_{00}=A_{20}^2$ and $\int\mathrm{sech}^4u\,du=4/3$. This grows without limit as $L\to0$, although the full equation has no such barrier, so in an abrupt taper $C_{nn}$ has to be used together with $A$ or not at all. In a truncated basis that is still not enough: the remainder in (2) is of order $1/L^2$ over a length $L$, so it acts on the highest modes of $P$ as a barrier whose area also grows as $1/L$, and the shorter the taper the more modes have to be kept above those the rotation populates.

For the strong taper, 50 to 100 meV at 0.30 eV, the lengths 0.5, 2, 5 and 10 nm give $\eta_{\max}=0.805$, 0.201, 0.0805 and 0.0402. The last exceeds the central value $0.4491\times(0.2451/20)/0.14142=0.0389$, since $v_0/\Delta$ increases toward the wide side and moves the peak there. The real-space probabilities $P_{02}$ are $5.31\times10^{-2}$, $3.77\times10^{-2}$, $7.28\times10^{-3}$ and $2.49\times10^{-4}$, and the amplitudes $\sqrt{P_{02}}$ are tested to lie below the bounds $2\max\eta^f=1.40$, 0.349, 0.140 and 0.0698. From 5 to 10 nm $P_{02}$ drops by a factor 29, where $\eta^2$ drops by 4, and at 10 nm it lies well below $\eta_{\max}^2=1.6\times10^{-3}$: most of the admixture present inside the taper is returned. Equation (14) gives $6.10\times10^{-2}$, $3.86\times10^{-2}$, $7.18\times10^{-3}$ and $2.46\times10^{-4}$, which is 15% above the real-space value at 0.5 nm and about 1% below it at 5 and 10 nm. One correction missing from (14) that has the size of the first discrepancy is the higher-order part of the rotation. Its element is $R_{20}=-\sigma K_{20}-\tfrac16\sigma^3(K^3)_{20}+O(\sigma^5)$, and the paths $0\to2\to0\to2$ and $0\to2\to4\to2$ give $(K^3)_{20}=-K_{20}(\tfrac12+3)$. With $\sigma^2=2\times0.2451^2=0.120$ the amplitude is reduced by $1-3.5\times0.120/6=0.930$ and the probability by 0.865, and $0.865\times0.0610=0.0528$ against 0.0531. The higher orders in $\sigma$ raise the amplitude factor to 0.934 and the product to 0.0532, so the third digit of this estimate carries no weight. This estimate applies an $L\to0$ factor at finite $L$ and ignores reflection, which (14) also omits and which is not small at this length (summed over the three modes incident from the right it is $3-T=0.0475$), so the closeness of the two numbers does not show that the rotation alone causes the discrepancy.

When (13) holds, the remaining question is whether $cC_{nn}$ should be kept. It is of order $1/L^2$, and so is the back-action of the admixture on mode $n$. Row $n$ of (1) contains $-2c\sum_mA_{nm}\phi_m'$. The leading admixture is $\phi_m=2cA_{mn}\phi_n'/(E_m-E_n)$, whose derivative to order $1/L$ is $-2cA_{mn}k_n^2\phi_n/(E_m-E_n)$. With $A_{nm}A_{mn}=-A_{mn}^2$ the term becomes $-4c^2k_n^2\sum_mA_{mn}^2\phi_n/(E_m-E_n)$. The terms $A'_{nm}\phi_m$ and $C_{nm}\phi_m$ are of order $1/L^3$. Using $ck_n^2=E-E_n$ and $C_{nn}=\sum_mA_{mn}^2$, the channel potential to order $1/L^2$ is $E_n+\Delta U_n$ with
$$\Delta U_n=c\sum_mA_{mn}^2\left[1-\frac{4(E-E_n)}{E_m-E_n}\right].\tag{16}$$
For the lowest mode the second term is attractive, as second-order coupling to higher levels is, and it grows with the kinetic energy. From $ck^2=E-E_n-\Delta U_n$ the wave number shifts by $-\Delta U_n/2ck_n$, so the transmission phase relative to plain UMS is $\delta=-\int\Delta U_n/(\hbar v_n)\,dx$, of order $1/L$. With one coupled mode above and $X=(E-E_n)/(E_m-E_n)>0$, plain UMS errs locally by $|1-4X|$ in units of $cA_{mn}^2$, and UMS with $C_{nn}$ errs by $4X$. For $X<1/4$ the second is smaller when $8X<1$; for $X>1/4$ it is larger, since $4X>4X-1$. In this case of one coupled mode, the diagonal term is at this order an improvement for $E-E_n<(E_m-E_n)/8$, near the subband edge, and a worsening above. With several coupled modes the threshold has to be found from the full sum in (16).

At $L=40$ nm and 0.30 eV, freezing $v_0$ at the centre gives for $C_{00}$ alone $\delta=-c\theta^2/(3L\hbar v_0)=-0.19050\times0.06007/(120\times0.4491)=-0.212$ mrad, and the computed value is $-0.2129$ mrad. With $X=1.871$ at the centre the bracket is $-6.48$ and the estimate is $+1.38$ mrad; the integral of (16) gives 1.397 and real space 1.402 mrad. The diagonal term alone has the wrong sign, and its phase error is 1.61 mrad against 1.40 for plain UMS. At 0.11 eV, $X=0.528$, real space gives 0.4548 mrad, (16) gives 0.4542 and $C_{00}$ alone $-0.4025$. For a taper from 50 to 55 meV at 0.031 eV, $X=0.046$, both real space and (16) give $-0.0246$ mrad, and $C_{00}$ alone gives $-0.0300$, an error of 0.0054 against 0.0246. Equation (16) and the side of the threshold $1/8$ are tested in all three cases.

The conductance depends on the total transmission, which can be far less sensitive than the mode populations. Let $r'$ be the reflection matrix for waves incident from the right lead with $N_R$ open modes. Unitarity of the scattering matrix gives $tt^\dagger+r'r'^\dagger=1$ on those modes, so $T=N_R-\mathrm{Tr}\,r'r'^\dagger$. In a taper that narrows monotonically to the right, each mode open on the right is open throughout, and reflection from the right needs backscattering with phases $\Theta_n+\Theta_m$. Forward mixing does not enter $r'$ at first order. In the strong taper the right lead has levels at 0.05, 0.15 and 0.25 eV below $E$, so $N_R=3$. At $L=2$ nm $T$ is 2.99880 in real space and 2.99853 in plain UMS, a difference of $2.7\times10^{-4}$ while $P_{02}=0.0377$. At 5 and 10 nm both give 3.00000. At 0.5 nm the reflected total $3-T$ is 0.0475 in real space and 0.0680 in plain UMS, so the coupling lowers the reflection here; that sign is an observation on this model and is not derived. A single barrier placed after the taper on its narrow side, such as a gate barrier that reflects some of the modes, does not by itself remove this protection. Suppose backscattering in the taper is negligible, so that $\sum_n|t_{mn}|^2=1$ for each outgoing mode $m$, and the barrier transmits mode $m$ with probability $\tau_m$ without mixing. Then $T=\sum_m\tau_m\sum_n|t_{mn}|^2=\sum_m\tau_m$, the plain UMS value: the flux that one incident mode loses to a reflected mode is made up by flux incident in the other modes. The transmission from a single incident mode, $\sum_m\tau_m|t_{mn}|^2$, is not protected. The argument does not cover a barrier on the wide side. There some modes are open at the barrier but closed on the narrow side and turn back inside the taper, so $\sum_n|t_{mn}|^2=1$ fails for them. Flux mixed forward into such a mode can be held between the barrier and the turning point, and $T$ then departs from the plain UMS value. Nor does the argument cover a taper between two barriers, where reflected waves return and cross the taper many times. Near a narrow resonance small transfers can add up over these passes, so neither (13) nor a small total rotation is sufficient there, and the coupled equation should be solved.

## Values computed for the example and the checks

```
2D section (dimensionless): max|A|=0.3034, max|B|=0.6653
  largest identity residual 4.0e-07; eig(C-ApT Ap) 0.0005..0.3165
parabolic: A20=0.70711 l'/l, C00=0.50000, C22=3.50000 (l'/l)^2
hard wall: A31=0.75000 W'/W, C11=1.07247 (W'/W)^2, eta31=0.01900 kWW'
  share of C11 from modes <=3,11,101: 0.5245, 0.8442, 0.9817
m=0.2 m_e, c=0.19050 eV nm^2, E=0.30 eV, hw=0.050->0.100 eV, DVR dy=0.8 nm
l=2.7604->1.9519 nm, theta=int A20 dx=-0.2451
  left: hw=0.05000 eV, k0=1.2015, k2=0.9585 1/nm
  centre: hw=0.07071 eV, k0=1.1787, k2=0.8043 1/nm
  right: hw=0.10000 eV, k0=1.1456, k2=0.5123 1/nm
slice overlap L=2, a=0.05 nm: A20=-0.06126 1/nm, C00=0.003753 1/nm^2, c*C00=0.715 meV
L/nm a/nm eta_max 2eta_f P02real P02cms P02wkb T_real T_cms T_ums
 0.5 0.0125 0.8047 1.3963 5.307e-02 5.307e-02 6.100e-02 2.95253 2.95253 2.93201
 2.0 0.0500 0.2012 0.3491 3.774e-02 3.774e-02 3.860e-02 2.99880 2.99880 2.99853
 5.0 0.1000 0.0805 0.1396 7.279e-03 7.279e-03 7.184e-03 3.00000 3.00000 3.00000
10.0 0.1000 0.0402 0.0698 2.486e-04 2.486e-04 2.457e-04 3.00000 3.00000 3.00000
L=0.5 nm P02 with 2,3,5,10 even modes: 0.05416, 0.05358, 0.05307, 0.05307
L=0.5 nm max|dt|: CMS 2.2e-05, without C 0.138; flux error without A' 0.4252
weak taper hw=0.050->0.054 eV: L/nm xi |t20|real |t20|wkb |t20|sinh eta_max
   0.5 0.200 0.02718 0.02722 0.02722 0.11969
   2.0 0.799 0.02467 0.02469 0.02469 0.02992
   5.0 1.998 0.01512 0.01513 0.01513 0.01197
  10.0 3.996 0.00404 0.00404 0.00403 0.00598
  |theta|=0.02721, centre k0=1.1993, k2=0.9449 1/nm
L=40 nm: centre admixture Im(phi2/phi0); phases of t00 relative to UMS in mrad
  hwR=0.100 E=0.300 eV a=0.1 nm: real -0.00979, formula -0.00973
    (E-E0)/(E2-E0)=1.871; real 1.4015, dU formula 1.3970, C only -0.2129
  hwR=0.100 E=0.110 eV a=0.2 nm: real -0.00515, formula -0.00517
    (E-E0)/(E2-E0)=0.528; real 0.4548, dU formula 0.4542, C only -0.4025
  hwR=0.055 E=0.031 eV a=0.2 nm: real -0.00024, formula -0.00024
    (E-E0)/(E2-E0)=0.046; real -0.0246, dU formula -0.0246, C only -0.0300
relative profile error of admixture, E=0.30 eV: L=20 nm 0.163, L=40 nm 0.072
```
